# The Meta-GGA Kinetic-Energy-Density Operator: Variation, Hermiticity and Effective Mass, part 2

How does an exchange-correlation energy that depends on the kinetic-energy density give electrons a position-dependent mass? Hartree atomic units are used, with masses in units of the electron mass $m_e$. For orbitals $\phi_i$ with occupations $o_i$,

$$n=\sum_i o_i|\phi_i|^2,\qquad \sigma=|\nabla n|^2,\qquad \tau=\frac12\sum_i o_i|\nabla\phi_i|^2 ,$$

and $E_{xc}=\int f(n,\sigma,\tau)\,d^3r$ with $f$ real. Subscripts on $f$ denote partial derivatives. Varying the orbitals, with vanishing surface terms, gives the exchange-correlation operator

$$h_{xc}\phi=v\,\phi-\frac12\nabla\cdot(f_\tau\nabla\phi),\qquad
v=f_n-\nabla\cdot(2f_\sigma\nabla n). \tag{2}$$

The full one-particle operator is

$$h=-\frac12\nabla\cdot(a\nabla)+V,\qquad a(\mathbf r)=1+f_\tau(\mathbf r). \tag{7}$$

The real multiplicative potential $V$ contains $v$ and the external and Hartree potentials. Both $a$ and $V$ are held fixed at given orbitals. Where $a>0$, define

$$m^*(\mathbf r)=\frac{1}{a(\mathbf r)}=\frac{1}{1+f_\tau(\mathbf r)} . \tag{8}$$

For real $g$, let $A\phi=-\frac12\nabla\cdot(g\nabla\phi)$. Theorem 2 states

$$\langle\chi|A\phi\rangle-\langle A\chi|\phi\rangle=-\frac12\oint g\,(\chi^*\nabla\phi-\phi\nabla\chi^*)\cdot d\mathbf S . \tag{6}$$

Its proof shows that, without surface terms, $\langle\chi|A\phi\rangle=\frac12\int g\,\nabla\chi^*\cdot\nabla\phi\,d^3r$, so $A$ is Hermitian.

The closing table also lists two earlier tests. The model cell tests $h_{xc}$ in a periodic cube of side $2\pi$ bohr with two complex orbitals, each with occupation 2, and

$$f=-\frac{7}{10}n^{4/3}+\frac{\sigma}{20(1+n)}+\frac{3\tau^2}{10(1+n+\tau)} .$$

The row without the gradient term omits $-\frac12\nabla f_\tau\cdot\nabla\phi$. The unit cube tests (6) with

$$g=1+\tfrac12\sin(2x+y)+\tfrac{3}{10}z^2,\quad \chi=1+xy+iz^2,\quad \phi=(1+z)e^{i(x+2y)} .$$

For "zero at walls", $\chi$ and $\phi$ are both multiplied by $64x(1-x)y(1-y)z(1-z)$. The row "f_tau*Laplacian only" uses these same functions, with $-\frac12g\nabla^2$ in place of $A$.

**Theorem 3 (inverse mass as a commutator).** For Cartesian coordinates $x_i$ and smooth $\phi$,

$$[[x_i,h],x_j]\,\phi=\delta_{ij}\,a\,\phi . \tag{9}$$

*Proof.* The potential $V$ commutes with $x_i$. For the derivative term, with $\partial_k(x_i\phi)=\delta_{ik}\phi+x_i\partial_k\phi$,

$$\nabla\cdot[a\nabla(x_i\phi)]=\partial_i(a\phi)+\sum_k\partial_k(x_ia\,\partial_k\phi)
=\partial_i(a\phi)+a\,\partial_i\phi+x_i\nabla\cdot(a\nabla\phi).$$

Multiplying by $-\frac12$ and subtracting from $x_ih\phi$ gives

$$[x_i,h]\phi=x_ih\phi-h(x_i\phi)=\frac12\big[\partial_i(a\phi)+a\,\partial_i\phi\big] .$$

Apply this to $x_j\phi$ and subtract $x_j[x_i,h]\phi$. The terms in which the derivative acts past $x_j$ cancel. Each of the two remaining derivatives contributes $\delta_{ij}a\phi$, and half their sum is (9). ∎

For a free particle of mass $m$ the kinetic operator is $-\nabla^2/(2m)$, and the same calculation gives $\delta_{ij}/m$. Equation (9) thus identifies $a(\mathbf r)$ as the local inverse mass without any appeal to slow variation. It is a scalar, the same in all directions, because $\tau$ weights the three components of each orbital gradient equally, while $\sigma$ contributes only to the multiplicative potential. Multiplicative potentials do not affect it. The Hermitian ordering $-\frac14(g\nabla^2+\nabla^2g)$, which differs from $-\frac12\nabla\cdot g\nabla$ by a potential, therefore has the same mass.

The single commutator gives the velocity. With $p_i=-i\partial_i$,

$$i[h,x_i]=-i[x_i,h]=\frac12(p_ia+a\,p_i),$$

which is momentum divided by the local mass, in symmetric order.

**Remark (local dispersion).** Let $h$ act on a plane wave. Since $\nabla e^{i\mathbf k\cdot\mathbf r}=i\mathbf k\,e^{i\mathbf k\cdot\mathbf r}$,

$$h\,e^{i\mathbf k\cdot\mathbf r}=\Big[\frac{k^2}{2m^*(\mathbf r)}+V(\mathbf r)-\frac i2\,\mathbf k\cdot\nabla a\Big]e^{i\mathbf k\cdot\mathbf r}.$$

The first two terms are the energy of a particle of mass $m^*(\mathbf r)$. The third is small against the first when $|\nabla a|/a\ll k$, that is, when the mass changes little over a wavelength. The local energy picture needs this condition; equation (9) does not.

**Theorem 4 (flux).** If $i\,\partial\phi/\partial t=h\phi$ with fixed $h$, then

$$\frac{\partial|\phi|^2}{\partial t}=-\nabla\cdot\mathbf j,\qquad \mathbf j=\frac{1}{m^*}\,\mathrm{Im}(\phi^*\nabla\phi). \tag{10}$$

*Proof.* From $\partial\phi/\partial t=-ih\phi$,

$$\frac{\partial|\phi|^2}{\partial t}=-i\phi^*h\phi+i\phi(h\phi)^*=2\,\mathrm{Im}(\phi^*h\phi).$$

The term $V|\phi|^2$ is real and drops out. What remains is

$$-\mathrm{Im}\,\phi^*\nabla\cdot(a\nabla\phi)=-\nabla\cdot\big[a\,\mathrm{Im}(\phi^*\nabla\phi)\big]+\mathrm{Im}\big(a|\nabla\phi|^2\big),$$

and the last term is zero because its argument is real. ∎

Equations (9) and (10) were also tested by symbolic algebra with unspecified functions $a$, $V$ and $\phi$.

**Theorem 5 (slow waves in a periodic mass).** In one dimension let $V=0$ and let $a(x)>0$ be smooth with period $L$. Let $\langle\cdot\rangle$ be the average over a cell. The lowest Bloch state of small wave number $k$ has the energy

$$E(k)=\frac{k^2}{2\langle m^*\rangle}+O(k^4). \tag{11}$$

*Proof.* Write $\phi(x+L)=e^{ikL}\phi(x)$ and normalize $\int_0^L|\phi|^2dx=L$. Multiplying $-\frac12(a\phi')'=E\phi$ by $\phi^*$ and integrating by parts over a cell, where the end terms cancel by the Bloch condition, gives

$$E\,L=\frac12\int_0^La|\phi'|^2dx . \tag{12}$$

The trial function $e^{ikx}$ shows that $0\le E\le\frac12k^2\langle a\rangle$, so $E=O(k^2)$. As $a$ has a positive minimum, (12) implies $\int_0^L|\phi'|^2dx=O(k^2)$. The Cauchy–Schwarz inequality then gives

$$|\phi(x)-\phi(0)|\le\sqrt L\,\Big(\int_0^L|\phi'|^2dx\Big)^{1/2}=O(k),$$

and the normalization gives $|\phi(0)|=1+O(k)$.

Let $J=a\phi'$. The wave equation reads $J'=-2E\phi$, so $J$ changes by only $O(k^2)$ across the cell. Since $\phi'=m^*J$,

$$\phi(L)-\phi(0)=\int_0^Lm^*J\,dx=L\langle m^*\rangle J(0)+O(k^2).$$

The Bloch condition makes the left side $(e^{ikL}-1)\phi(0)=ikL\,\phi(0)+O(k^2)$. Hence $J=ik\,\phi(0)/\langle m^*\rangle+O(k^2)$ throughout the cell. With $a|\phi'|^2=m^*|J|^2$, equation (12) becomes

$$E=\frac12\langle m^*\rangle\frac{k^2}{\langle m^*\rangle^2}+O(k^3)=\frac{k^2}{2\langle m^*\rangle}+O(k^3).$$

The cubic term is absent. Complex conjugation turns a solution for $k$ into one for $-k$ at the same energy, so $E$ is even. It is also analytic near $k=0$: there the lowest state has $E=0$, which by (12) requires a constant $\phi$, so the level is single and separated from the next. ∎

In this case, one dimension and $V=0$, the mass averages, not the inverse mass. The nearly constant $J$ forces $\phi'$ to be large where $m^*$ is large, as a steady current through resistors in series produces the largest voltage drop across the largest resistance.

**Remark (a worked case).** Let $a=1+0.6\cos x$ with $x$ in bohr. To average $1/a$, write $0.6=2q/(1+q^2)$ with $q=\frac13$. Then

$$1+0.6\cos x=\frac{|1+qe^{ix}|^2}{1+q^2} .$$

The series $1/(1+qe^{ix})=\sum_s(-q)^se^{isx}$ gives the average of $1/|1+qe^{ix}|^2$ as $\sum_sq^{2s}=1/(1-q^2)$, so

$$\langle m^*\rangle=\frac{1+q^2}{1-q^2}=\frac{10/9}{8/9}=1.25\ m_e .$$

Diagonalization in plane waves at $k=0.01$ bohr$^{-1}$ gives $k^2/(2E)=1.25003\ m_e$. The relative excess, about $2\times10^{-5}$, is of the order $k^2=10^{-4}$ allowed by (11). The inverse of the average inverse mass would be $1.00000\ m_e$, which the test excludes. Both conditions of Theorem 5 matter. If the same $a(x)$ describes layers in two or three dimensions, a slow wave running along the layers has the mass $1/\langle a\rangle=1.000\ m_e$, so in that direction the inverse mass averages. If a potential $V=0.3\cos x$ hartree is added in one dimension, the band mass is $1.80\ m_e$, and $3.60\ m_e$ for the opposite sign of $V$. The average $\langle m^*\rangle$ is therefore not the band mass of a solid.

**Theorem 6 (loss of the lower bound).** If $a$ is continuous and negative at some point, and $V$ is bounded near it, the expectation value of $h$ at fixed $a$ and $V$ has no lower bound.

*Proof.* By continuity there is a ball in which $a\le-b$ with $b>0$. Let $w$ be a real, smooth, normalized function that vanishes outside the ball, and take $\chi=w\,e^{i\mathbf k\cdot\mathbf r}$. Then $|\nabla\chi|^2=|\nabla w+i\mathbf kw|^2=|\nabla w|^2+k^2w^2$, and

$$\langle\chi|h\chi\rangle=\frac12\int a\big(|\nabla w|^2+k^2w^2\big)d^3r+\int Vw^2d^3r\le-\frac{b\,k^2}{2}+\int Vw^2d^3r .$$

The last integral does not depend on $k$, so the right side tends to $-\infty$ as $k$ grows. ∎

A finite basis hides this failure. For $a=0.5+\cos x$, whose minimum is $-0.5$, plane waves up to a cutoff $M$ give a lowest energy that obeys

$$E\ge-\frac14\,\frac{\int|\phi'|^2dx}{\int|\phi|^2dx}\ge-\frac{M^2}{4} .$$

The bound is $-400$ hartree for $M=40$ bohr$^{-1}$ and $-1600$ hartree for $M=80$ bohr$^{-1}$. The computed values are $-300.4$ and $-1333.1$ hartree. Each calculation returns a finite number, but doubling the cutoff lowers it by a factor of $4.4$. The result concerns the frozen operator; it does not by itself decide whether the total energy functional has a minimum.

**Remark (what the mass is not).** The function $m^*(\mathbf r)$ belongs to the chosen form of the functional. For a single real orbital, $n=o\phi^2$ and $\nabla n=2o\phi\nabla\phi$, so away from nodes

$$\frac{\sigma}{8n}=\frac{4o^2\phi^2|\nabla\phi|^2}{8o\phi^2}=\frac o2|\nabla\phi|^2=\tau .$$

The functions $f=\lambda\tau$ and $f=\lambda\sigma/(8n)$ then give the same energy. The first has $m^*=1/(1+\lambda)$. The second has $f_\tau=0$ and $m^*=1$, with the potential

$$v=-\frac{\lambda\sigma}{8n^2}-\frac\lambda4\nabla\cdot\frac{\nabla n}{n}
=-\frac{\lambda|\nabla\phi|^2}{2\phi^2}-\frac\lambda2\Big(\frac{\nabla^2\phi}{\phi}-\frac{|\nabla\phi|^2}{\phi^2}\Big)=-\frac\lambda2\frac{\nabla^2\phi}{\phi} .$$

Acting on the occupied orbital, $v\phi=-\frac\lambda2\nabla^2\phi$, as in the first description. The two operators differ on other functions, and so do their masses.

Nor is $m^*$ the inertia of moving electrons. Multiply every orbital by $e^{i\mathbf q\cdot\mathbf r}$, which sets the system in uniform motion and leaves $n$ unchanged. From $|\nabla\phi_i+i\mathbf q\phi_i|^2$,

$$\tau\to\tau+\frac{q^2}{2}n+\mathbf q\cdot\sum_io_i\,\mathrm{Im}(\phi_i^*\nabla\phi_i).$$

An $f$ that depends on $\tau$ alone among the quantities that change will in general alter $E_{xc}$, although uniform motion should not change the interaction energy. The neon example below has real orbitals and no current.

**Example: the neon atom.** A spin-restricted calculation with the TPSS functional in the cc-pVTZ basis gives a total energy of $-128.962$ hartree. The functional is approximate, the basis is finite and relativity is left out. The numbers below belong to this basis. In a near-complete basis the total energy is $-128.981$ hartree, lower by $0.019$; $T_i$ rises by about $0.06$, $0.004$ and $0.002$ hartree for 1s, 2s and 2p; $A_i$ and $1+A_i/T_i$ change by about $0.0001$.

In a basis, the matrix element of the $\tau$ operator is $\frac12\int f_\tau\nabla\chi_a^*\cdot\nabla\chi_b\,d^3r$, from the proof of Theorem 2, and no derivative of $f_\tau$ is needed. For an orbital this defines

$$A_i=\frac12\int f_\tau|\nabla\phi_i|^2d^3r,\qquad T_i=\frac12\int|\nabla\phi_i|^2d^3r,$$

and the average inverse mass, weighted by $|\nabla\phi_i|^2$, is $1+A_i/T_i$. The results are:

| Orbital | $T_i$ (hartree) | $A_i$ (hartree) | $1+A_i/T_i$ |
|---|---|---|---|
| 1s | 46.1375 | 0.1844 | 1.0040 |
| 2s | 5.2435 | 0.0351 | 1.0067 |
| 2p | 4.2956 | 0.0367 | 1.0085 |

For 2p, $A_i/T_i=0.03665/4.2956=0.0085$. The mass correction is below one per cent for each orbital, yet in energy it is $0.0367$ hartree, or $1.00$ eV, for 2p. The 2p orbital energy is $-0.4813$ hartree in this basis; in a near-complete basis it is $-0.496$ hartree, lower by $0.015$. Without the $\tau$ term, the expectation value in the same orbital would be $-0.4813-0.0367=-0.5180$ hartree.

These matrix elements were tested through the occupations. At fixed orbitals, $\partial n/\partial o_i=|\phi_i|^2$ and $\partial\tau/\partial o_i=\frac12|\nabla\phi_i|^2$, so the chain rule and the integration by parts used for $v$ give

$$\frac{\partial E_{xc}}{\partial o_i}=\int v|\phi_i|^2d^3r+A_i=\langle\phi_i|h_{xc}\phi_i\rangle .$$

For the three orbitals listed, finite differences of $E_{xc}$ agree with the right side within $10^{-5}$ hartree. The assembled orbital energies agree with the self-consistent eigenvalues within $2\times10^{-5}$ hartree.

The local mass varies with the distance $r$ from the nucleus. At $r=0.80$ bohr, $f_\tau=0.0220$ and $m^*=1/1.0220=0.978\ m_e$. Between $0.05$ and $3$ bohr the smallest sampled value is $0.978\ m_e$, at $0.77$ bohr, and the largest is $1.0006\ m_e$, at $0.37$ bohr. Thus $f_\tau$ is slightly negative near $0.37$ bohr and positive at, for example, $0.80$ bohr. In a near-complete basis $f_\tau$ at $0.80$ bohr is $0.0223$ and the two extremes lie at $0.79$ and $0.38$ bohr, with the same values of $m^*$ to the digits shown, so the negative region persists. Nothing in the theorems fixes its sign. Throughout the sampled range $1+f_\tau$ is positive, so the mass is defined there and the failure of Theorem 6 does not arise at those points.

## Table of computed values

```
MODEL CELL: slope of E_xc along an orbital change (hartree)
  finite difference            -378.0721113
  derived operator             -378.0721113
  without grad f_tau term      -378.8244940
UNIT CUBE: <chi|A phi> - <A chi|phi> (hartree)
  free boundary, volume   3.711038+4.833187j
  free boundary, surface  3.711038+4.833187j
  zero at walls, size     7.5e-16
  f_tau*Laplacian only    0.077926
PERIODIC MASS, 1/m* = 1 + amp cos(x), x in bohr
  amp 0.6, k 0.01 1/bohr
  band mass (diagonalized)     1.25003 m_e
  cell average of m*           1.25000 m_e
  1/(average of 1/m*)          1.00000 m_e
NEGATIVE REGION, 1/m* = 0.5 + cos(x): lowest energy
  cutoff 40 1/bohr: -300.4 hartree
  cutoff 80 1/bohr: -1333.1 hartree
NEON, TPSS/cc-pVTZ: total energy -128.96168 hartree
orbital: kinetic, tau term (hartree), tau term (eV), mean 1/m*
  1s: 46.1375, 0.18436, 5.017, 1.00400
      orbital energy -30.6469 hartree, xc part -4.0936
  2s: 5.2435, 0.03507, 0.954, 1.00669
      orbital energy -1.3506 hartree, xc part -1.1287
  2p: 4.2956, 0.03665, 0.997, 1.00853
      orbital energy -0.4813 hartree, xc part -1.0073
r (bohr), n (1/bohr^3), f_tau, m* (m_e)
  0.05  229.08922  0.00839  0.99168
  0.10  86.53035  0.00451  0.99551
  0.20  14.47289  0.00216  0.99784
  0.30  4.62862  0.00096  0.99904
  0.50  2.28621  0.00502  0.99500
  0.80  0.91220  0.02198  0.97849
  1.20  0.22612  0.01513  0.98510
  2.00  0.01600  0.00230  0.99771
  3.00  0.00078  0.00003  0.99997
range of m* for r from 0.05 to 3 bohr
  smallest 0.9784 m_e at r = 0.77 bohr
  largest  1.0006 m_e at r = 0.37 bohr
```
